# Barkas energy transfer to a bound electron: trajectory scheme and perturbative failure map

## The question

A fast ion passing an atom pulls on a bound electron; an ion of opposite charge pushes on it. To lowest order both transfer the same energy, because the transfer goes as the square of the charge. The difference, the Barkas effect, arises because the bound electron moves during the passage: an attracted electron approaches the projectile, a repelled one recedes. For a free electron this motion still leaves the energy transfer equal for both signs; binding removes the equality. Perturbation theory describes the difference with a term cubic in the charge. That term assumes a displacement small compared with the distance to the projectile, which must fail at small impact parameter. This note gives a scheme that finds where.

## Model and scaling

The electron, of mass \(m\), starts at rest in an isotropic harmonic well of angular frequency \(\omega\). A point charge \(qZe\), with \(q=\pm1\), moves on a straight line at constant speed \(v\) and impact parameter \(b\). The treatment is classical and nonrelativistic; \(q=+1\) attracts the electron.

Measure length in \(v/\omega\), time in \(1/\omega\) and energy in \(mv^2\). Dividing Newton's equation by \(mv\omega\) gives

\[
\ddot{\mathbf r}+\mathbf r=\mathbf F,\qquad
\mathbf F=q\kappa\frac{\mathbf R-\mathbf r}{|\mathbf R-\mathbf r|^3},\qquad \mathbf R=(t,\beta),
\]

\[
\beta=\frac{\omega b}{v},\qquad \kappa=\frac{Ze^2\omega}{4\pi\varepsilon_0mv^3}.
\]

The collision length \(Ze^2/(4\pi\varepsilon_0mv^2)\) equals \(\kappa\) in these units, so \(p=\beta/\kappa\) is the impact parameter in collision lengths. With \(T_\pm\) the energies gained for the two signs, define

\[
T_{\rm even}=\tfrac12(T_++T_-),\qquad T_{\rm odd}=\tfrac12(T_+-T_-).
\]

## Leading even term

Let \(\rho=\sqrt{t^2+\beta^2}\). The force at the well centre is \(q\kappa\mathbf f\), with \(\mathbf f=(t,\beta)/\rho^3\). Its Fourier amplitude at the oscillator frequency follows from \(\int\cos t\,\rho^{-1}dt=2K_0(\beta)\), over all times. Differentiating with respect to \(\beta\) gives \(\int\beta\cos t\,\rho^{-3}dt=2K_1\). Since \(t/\rho^3=-d(1/\rho)/dt\), integration by parts gives \(\int t\sin t\,\rho^{-3}dt=2K_0\). Hence

\[
\mathbf A=\int \mathbf f e^{it}dt=(2iK_0,\,2K_1),\qquad
T_2=\tfrac12\kappa^2|\mathbf A|^2=2\kappa^2(K_0^2+K_1^2).
\]

For \(\beta\ll1\), \(K_1\approx1/\beta\) dominates and \(T_2\approx2\kappa^2/\beta^2\). For \(\beta\gg1\), \(T_2\approx2\pi\kappa^2e^{-2\beta}/\beta\): the passage is slow compared with the oscillation, and little energy remains afterwards.

## Leading odd term

Expand the force in the electron displacement. The gradient of \(\mathbf f\) with respect to that displacement, taken at the well centre, is

\[
G_{ij}=-\frac{\delta_{ij}}{\rho^3}+\frac{3R_iR_j}{\rho^5}.
\]

The first-order displacement is \(q\kappa\mathbf r_1\), with \(\mathbf r_1(t)=\int_{-\infty}^t\sin(t-t')\mathbf f(t')dt'\). It produces a second-order force \(\kappa^2G\mathbf r_1\), since \(q^2=1\). The final energy is half the squared total amplitude; its cross term is

\[
q\kappa^3\,{\rm Re}\!\int\mathbf A^*e^{it}\cdot G\mathbf r_1\,dt
=q\kappa^3\!\int\mathbf u\cdot G\mathbf r_1\,dt,\quad
\mathbf u=(2K_0\sin t,\,2K_1\cos t).
\]

Now write \(\mathbf r_1=\mathbf s+\mathbf w/2\), where

\[
\mathbf s=\tfrac12\int\sin|t-t'|\,\mathbf f(t')dt',\qquad
\mathbf w=\int\sin(t-t')\,\mathbf f(t')dt'.
\]

For \(t'<t\) the two kernels add to \(\sin(t-t')\); for \(t'>t\) they cancel. Explicitly, \(\mathbf w=(-2K_0\cos t,2K_1\sin t)\). Under \(t\to-t\), \(u_x\), \(w_y\) and \(G_{xy}\) are odd, while \(u_y\), \(w_x\), \(G_{xx}\) and \(G_{yy}\) are even. Every term of \(\mathbf u\cdot G\mathbf w\) is therefore odd and integrates to zero, leaving

\[
T_3=\kappa^3B(\beta),\qquad B=\int\mathbf u\cdot G\mathbf s\,dt .
\]

Pairing \(t'\) with \(-t'\) gives, for \(t\ge0\),

\[
s_x=-\sin t\int_t^\infty\!\cos t'f_x\,dt'-\cos t\int_0^t\!\sin t'f_x\,dt',
\]
\[
s_y=\sin t\int_0^t\!\cos t'f_y\,dt'+\cos t\int_t^\infty\!\sin t'f_y\,dt'.
\]

The integrand of \(B\) is even, so running integrals on the positive half-axis suffice.

At \(\kappa=0.005\), \(\beta=1\), full trajectories give \(T_{\rm odd}/\kappa^3=1.7966\) and the quadrature gives \(B=1.7966\). At \(\beta=0.3\) the values are 88.56 and 88.58.

## Close collisions beyond perturbation theory

Let \(\kappa\to0\) at fixed \(p\). The encounter lasts a time of order \(\beta\ll1\), so binding is negligible during it. In the projectile frame the electron arrives with velocity \(-\hat{\mathbf x}\) and is deflected through \(\theta\), where \(\cot(\theta/2)=p\). Its laboratory velocity afterwards, \(\mathbf V\), satisfies

\[
V_x=1-\cos\theta=\frac{2}{1+p^2},\qquad V^2=2V_x,
\]

the second relation following from \(|\mathbf V-\hat{\mathbf x}|=1\). Therefore

\[
T_{\rm even}\to\tfrac12V^2=\frac{2}{1+p^2},\qquad
\frac{T_{\rm even}}{T_2}\to\frac{p^2}{1+p^2}.
\]

This limit is the same for both signs. The odd part comes from binding before and after the encounter.

**Before.** Compare the bound and free responses at \(t=0\). At times much longer than \(\beta\), with \(\tau=-t'\), the force components are \(-q\kappa/\tau^2\) and \(q\kappa\beta/\tau^3\). Binding changes the velocity along the track by

\[
\delta=q\kappa\int_0^\infty\frac{1-\cos\tau}{\tau^2}d\tau=\frac{\pi q\kappa}{2},
\]

and the transverse position by

\[
q\kappa\beta\int_0^\infty\frac{\sin\tau-\tau}{\tau^3}d\tau=-\frac{\pi q\kappa\beta}{4}.
\]

The second integral reduces to the first by parts. The relative speed becomes \(w=1-\delta\) and the impact parameter \(\beta(1+\delta/2)\). When the projectile arrives, the bound electron has also moved from the well centre along the track by order \(\kappa\ln(1/\beta)\), which shifts the time of the encounter, and binding has changed its transverse velocity by order \(\kappa\beta\ln(1/\beta)\). At fixed \(p\), where \(\beta\) is of order \(\kappa\), both affect the energy only beyond order \(\kappa\).

The deflection depends on \(\beta w^2/\kappa\), so \(p\) changes by \(dp=-\tfrac32\delta\,p\). The energy after the encounter is \(\tfrac12(1+w^2)-w\cos\theta\), with \(\cos\theta=1-2/(1+p^2)\). Its change is

\[
-\delta(1-\cos\theta)-\frac{4p\,dp}{(1+p^2)^2}
=q\kappa\left[-\frac{\pi}{1+p^2}+\frac{3\pi p^2}{(1+p^2)^2}\right].
\]

**After.** The electron follows \(\mathbf V\sin t\), and the separation is \(\mathbf D=\hat{\mathbf x}t-\mathbf V\sin t\). The projectile does work at the rate \(q\kappa\,\mathbf D\cdot\mathbf V\cos t/|\mathbf D|^3\). The free encounter already includes the rate \(q\kappa(V_x-V^2)/t^2=-q\kappa V_x/t^2\), which must be subtracted. The remainder is \(q\kappa J\), with

\[
J=\int_0^\infty\left[\frac{(tV_x-V^2\sin t)\cos t}{|\mathbf D|^3}+\frac{V_x}{t^2}\right]dt .
\]

Thus \(T_{\rm odd}\to\kappa\Phi(p)\), where

\[
\Phi=-\frac{\pi}{1+p^2}+\frac{3\pi p^2}{(1+p^2)^2}+J .
\]

At large \(p\), \(V_x\approx2/p^2\) is small and \(|\mathbf D|\approx t\) suffices. Using \(V^2=2V_x\),

\[
J\approx V_x\int_0^\infty\left[-\frac{1-\cos t}{t^2}+\frac{2t-\sin2t}{t^3}\right]dt
=V_x\left(-\frac\pi2+\pi\right)=\frac{\pi}{p^2}.
\]

The incoming part tends to \(2\pi/p^2\), so \(\Phi\to3\pi/p^2\). Matching this to \(T_3\) in the common range \(\kappa\ll\beta\ll1\) gives \(\beta^2B\to3\pi\). The quadrature gives 9.427 at \(\beta=0.002\), against \(3\pi=9.425\). The integral of \(T_3\,2\pi b\,db\) consequently diverges logarithmically at small \(b\), and a stopping calculation based on \(T_3\) needs a lower cutoff.

At \(\kappa=0.001\), \(p=2\), trajectories give \(T_{\rm odd}/\kappa=1.4402\), against \(\Phi=1.4404\). At \(p=0.5\) they give \(-0.0080\), against \(-0.0084\): the repelling charge transfers slightly more energy. The perturbative term is positive there, so it misses even the sign.

## Algorithm

Failure means a 10% deviation of \(T_{\rm even}/T_2\) or \(T_{\rm odd}/T_3\) from one. The failure radius is the outermost crossing on the scanned range \(1\le p\le16\).

```
for each kappa:
  for p on a geometric grid from 1 to 16:
    beta = kappa*p
    for q = +1, -1:
      at t = -60: r = F0, r' = dF0/dt
      integrate r'' = F - r and W' = F_x to t = +60
      T[q] = (|r - F0|^2 + |r' - dF0/dt|^2)/2
      check the energy balance using W
    even = (T[+] + T[-])/2
    odd  = (T[+] - T[-])/2
    store even/T2(beta) and odd/(kappa^3*B(beta))
  find the largest p where |ratio - 1| crosses 0.1
  interpolate log|ratio - 1| against log p
```

Here \(\mathbf F_0=q\kappa\mathbf R/|\mathbf R|^3\) is the slowly moving equilibrium displacement. Starting from rest at the origin would excite a spurious oscillation of order \(\kappa/t^2\). Starting on \(\mathbf F_0\) reduces it to the order of \(\ddot{\mathbf F}_0\), or \(\kappa/t^4\).

The audit uses the projectile's work. Differentiating the energy and inserting the equation of motion leaves the explicit motion of \(\mathbf R\):

\[
\frac{d}{dt}\left[\tfrac12\dot{\mathbf r}^2+\tfrac12\mathbf r^2-\frac{q\kappa}{|\mathbf R-\mathbf r|}\right]=F_x .
\]

This holds over a finite time interval. The largest imbalance over all runs was \(8.8\times10^{-11}\,mv^2\).

## Cost and stability

The trajectories are independent, so they can be advanced as one array with a shared adaptive step. The cost is the number of steps times the number of trajectories. The closest attracting passage sets the smallest step: its minimum separation in the free problem is \(\sqrt{\beta^2+\kappa^2}-\kappa\), about \(\beta^2/(2\kappa)\) for \(p\ll1\). Very different passages may be batched separately.

The odd part is a difference of similar numbers. For \(\kappa\ll\beta\ll1\),

\[
\frac{T_{\rm odd}}{T_{\rm even}}\approx\frac{3\pi\kappa^3/\beta^2}{2\kappa^2/\beta^2}=\frac{3\pi}{2}\kappa .
\]

An independent relative error \(\epsilon\) in \(T_\pm\) therefore becomes roughly \(\epsilon/(5\kappa)\) in \(T_{\rm odd}\). Both signs should use the same time interval and the same steps, so that numerical errors even in \(q\) cancel.

For \(B\), the grid \(t=\beta\sinh\sigma\), uniform in \(\sigma\), resolves both the encounter and the tail. Beyond the endpoint \(t_e\), two integrations by parts give \(\int_{t_e}^\infty e^{it}f\,dt\approx e^{it_e}(if-f')\). At small \(\beta\) there is also an internal cancellation. With \(u_y\approx2/\beta\), the free response \(s_x=-\sinh^{-1}(t/\beta)\), \(s_y=\rho/\beta\) contributes \(-\pi/\beta^3\) and \(+\pi/\beta^3\) through \(G_{xy}\) and \(G_{yy}\). The result is \(3\pi/\beta^2\), so quadrature errors are amplified by about \(1/(3\beta)\).

## The failure map

At small \(\kappa\), the even condition \(p^2/(1+p^2)=0.9\) gives \(p=3\). The odd condition \(p^2\Phi/(3\pi)=0.9\) gives \(p=4.49\). Perturbation theory then fails at fixed multiples of the collision length, far inside \(v/\omega\), and the odd term fails first as \(b\) decreases.

The trajectory map gives these outermost failure points. They are interpolated on a 25-point grid in \(p\); a finer grid moves the entries for \(\kappa=0.1\) and \(0.2\) by up to 0.02 in \(p\).

| \(\kappa\) | even \(p\) | odd \(p\) | odd \(\beta\) |
|---:|---:|---:|---:|
| 0.005 | 3.01 | 4.56 | 0.023 |
| 0.025 | 2.98 | 4.57 | 0.114 |
| 0.05 | 2.70 | 4.02 | 0.201 |
| 0.10 | 2.10 | 2.97 | 0.297 |
| 0.20 | 5.10 | 4.76 | 0.953 |

The jump in the last row is a change of branch. At \(\kappa=0.2\), \(T_{\rm odd}/T_3\) is 0.267, 0.988, 1.140 and 1.023 at \(p=1,2,4,8\). The even ratio overshoots as well, peaking near 1.29, and its outermost crossing lies outside the odd one, reversing the small-\(\kappa\) order. The outermost odd failure is now an overshoot, and the near agreement at \(p=2\) is a crossing between overshoot and undershoot. It does not show that the expansion has recovered. At \(\kappa=0.1\) the overshoot of the odd ratio reaches about 4%, below the threshold. An implementation should therefore keep the signed ratio as well as the failure radius.

Nearly head-on passages need separate care. As \(p\to0\), \(V_x\to2\) and \(V_y\to0\), so the returning electron can meet the projectile again where \(t=2\sin t\). There \(|\mathbf D|\) becomes small and the separation into one encounter and a weak aftermath fails. The map stops at \(p=1\).

## Example: a boron ion and a 30 eV oscillator

Take a 10 MeV boron ion of mass 11 u, assumed fully stripped (\(Z=5\)), and \(\hbar\omega=30\) eV. The speed is \(1.3245\times10^7\) m/s and \(\omega=4.558\times10^{16}\) rad/s, so \(v/\omega=0.2906\) nm. With \(\kappa=0.02484\), the collision length is \(0.02484\times0.2906=0.00722\) nm. The energy unit \(mv^2\) is 997 eV.

At \(b=0.05\) nm, \(p=0.05/0.00722=6.9\). The transfers are \(T_+=47.23\) eV and \(T_-=38.05\) eV, hence

\[
T_{\rm even}=\frac{47.23+38.05}{2}=42.64\ {\rm eV},\qquad
T_{\rm odd}=\frac{47.23-38.05}{2}=4.59\ {\rm eV}.
\]

Perturbation theory gives 43.12 and 4.77 eV. Closer in, it overestimates both parts:

| \(b\) (nm) | \(T_{\rm even}\) (eV) | \(T_2\) (eV) | \(T_{\rm odd}\) (eV) | \(T_3\) (eV) |
|---:|---:|---:|---:|---:|
| 0.03 | 113.1 | 119.0 | 12.1 | 13.8 |
| 0.02 | 234.9 | 265.4 | 23.3 | 31.1 |
| 0.01 | 684.5 | 1049.5 | 46.2 | 123.4 |

The failure radii are \(2.98\times0.00722=0.0215\) nm for the even part and \(4.57\times0.00722=0.0330\) nm for the odd part.

The oscillator frequency is an assumed value, and one oscillator does not represent the full electronic response of a solid. The harmonic well is also unbounded. At the failure radii the transfers are about 95 to 210 eV and the electron swings out to 0.13 to 0.19 nm, whereas an electron bound by an energy of order 30 eV would be ejected. About a third of the odd term, the part \(J\), assumes that it returns. In a Gaussian well of the same \(\omega\) and depth 30 eV, \(T_{\rm odd}/T_3\) at \(b=0.033\) nm drops from 0.90 to 0.75 and passes 0.9 between 0.04 and 0.05 nm, while the even ratio changes by less than 0.02. The odd radius therefore depends on the shape of the well far from its centre. The negative partner of the boron ion is a numerical probe. The classical assumption is the weakest. The electron's reduced wavelength at speed \(v\), 0.0087 nm, exceeds the collision length, and the oscillator's zero-point spread, 0.036 nm per axis, exceeds the odd failure radius. That radius is thus a property of the classical model, not a sharply observable boundary; the quantum shift has not been calculated. Below \(T_2=30\) eV, reached at \(b=0.060\) nm, a transfer can at best be read as an average over collisions, since it is less than one quantum. The rough estimate \(Ze[1-\exp(-v/(v_0Z^{2/3}))]\), with \(v_0\) the Bohr speed, gives a mean ion charge of about \(4.4e\). Treated as a point charge, it would multiply \(T_3\) by about 0.7 and, at fixed \(p\), reduce the odd radius to about 0.029 nm. Relativity enters at order \((v/c)^2\approx0.002\). Finally, \(v/\omega\) is comparable with the distance between neighbouring atoms in a metal, about 0.29 nm in silver, so in a solid distant passages involve several atoms and their mutual screening.

## Computed values

```
largest energy-balance error: 8.8e-11 m v^2
weak-coupling test, kappa = 0.005 (dimensionless)
 beta 0.3: T_even/T2 1.00011, T_odd/kappa^3 88.56167, B 88.58088
 beta 1.0: T_even/T2 1.00006, T_odd/kappa^3 1.79664, B 1.79655
 beta 3.0: T_even/T2 0.99999, T_odd/kappa^3 0.00143, B 0.00143
beta^2 B at beta 0.002: 9.4273; 3 pi: 9.4248
close-collision test, kappa = 0.001 (energies in m v^2)
 p 0.5: T_even 1.60000, 2/(1+p^2) 1.60000, T_odd/kappa -0.0080, Phi -0.0084
 p 1.0: T_even 0.99997, 2/(1+p^2) 1.00000, T_odd/kappa 1.8745, Phi 1.8749
 p 2.0: T_even 0.40001, 2/(1+p^2) 0.40000, T_odd/kappa 1.4402, Phi 1.4404
 p 4.0: T_even 0.11768, 2/(1+p^2) 0.11765, T_odd/kappa 0.5165, Phi 0.5162
small-kappa 10% failure: even p 3.00, odd p 4.49
map of T_odd/T3 at p = 1, 2, 4, 8, 16
 kappa 0.0050: 0.198  0.608  0.873  0.965  0.991
 kappa 0.0248: 0.192  0.593  0.870  0.974  1.000
 kappa 0.0500: 0.185  0.590  0.899  1.001  1.008
 kappa 0.1000: 0.181  0.646  1.002  1.032  1.006
 kappa 0.2000: 0.267  0.988  1.140  1.023  1.001
outermost 10% failure, p (and beta)
 kappa 0.0050: even 3.01 (0.0151), odd 4.56 (0.0228)
 kappa 0.0248: even 2.98 (0.0740), odd 4.57 (0.1135)
 kappa 0.0500: even 2.70 (0.1348), odd 4.02 (0.2009)
 kappa 0.1000: even 2.10 (0.2095), odd 2.97 (0.2967)
 kappa 0.2000: even 5.10 (1.0209), odd 4.76 (0.9528)
example inputs: Z 5, ion 10 MeV, mass 11 u, hbar omega 30 eV
ion speed: 1.3245e+07 m/s; v/c: 0.0442
omega: 4.5578e+16 rad/s; kappa: 0.02484
v/omega: 0.2906 nm; collision length: 0.00722 nm
energy unit m v^2: 997.4 eV
b in nm; T+, T-, T_even, T2, T_odd, T3 in eV
 0.30: 0.6235  0.5758  0.5996  0.5988  0.0238  0.0238
 0.10: 11.3018  9.3817  10.3418  10.3030  0.9600  0.9620
 0.05: 47.2289  38.0522  42.6406  43.1209  4.5884  4.7735
 0.03: 125.2340  101.0321  113.1331  119.0253  12.1010  13.7672
 0.02: 258.2463  211.6267  234.9365  265.4457  23.3098  31.0844
 0.01: 730.7562  638.2786  684.5174  1049.4953  46.2388  123.3578
example failure radius, even: 0.0215 nm
example failure radius, odd: 0.0330 nm
twice Sommerfeld parameter 2 Z v0/v: 1.652
electron reduced wavelength hbar/(m v): 0.00874 nm
zero-point spread per axis: 0.0356 nm
zero-point speed per axis / v: 0.1226
b where T2 equals one quantum: 0.0599 nm
rough mean ion charge: 4.37 e; cubed ratio to Z: 0.667
rough Ag neighbour distance (input): 0.29 nm; (v/omega)/distance: 1.00
```
